\section*{Why free carriers raise silicon's infrared emissivity to a plateau near 0.7}

\section{The result}

A hot body emits at a given wavelength as well as it absorbs. A cold, lightly doped silicon wafer absorbs almost nothing at a wavelength of $4\,\mu\mathrm{m}$, so it emits almost nothing there. Heating fills it with intrinsic electrons and holes, which absorb. Once they make the wafer opaque, further absorption cannot help: the emission is then limited by the polished surface, which lets out about 70\% of the light striking it perpendicularly from inside.

For a bare wafer of thickness $d$, polished on both faces and uniform in temperature, the emissivity at normal incidence is
\begin{equation}
\varepsilon=\frac{(1-r)(1-\tau)}{1-r\tau},\qquad
\tau=e^{-\alpha d},\qquad
r=\left(\frac{n-1}{n+1}\right)^2 .
\label{eq:slab}
\end{equation}
Here $\alpha$ is the absorption coefficient, $n$ the refractive index, $r$ the reflectance of one face and $\tau$ the internal transmission of one pass. Interference fringes are averaged. For $\alpha d\ll1$, $\varepsilon\simeq\alpha d$; for $\alpha d\gg1$, $\varepsilon\simeq1-r$.

The explanation needs a restricted wavelength. If the photon energy exceeds the band gap, interband absorption can make even a cold wafer opaque. Just below the gap, thermal narrowing of the gap competes with free carriers. At longer wavelengths lattice vibrations absorb strongly. The case treated here lies between these regions, at $\lambda=4.00\,\mu\mathrm{m}$.

The example is a $775\,\mu\mathrm{m}$ wafer with $10^{15}\,\mathrm{cm^{-3}}$ donors and $n=3.43$. Then
\[
r=\left(\frac{2.43}{4.43}\right)^2=0.301,\qquad 1-r=0.699 .
\]

\section{The slab: absorption and reflection}

Let $B$ be the blackbody radiance in vacuum. Equilibrium radiance inside a weakly absorbing medium is $n^2B$. On leaving, a beam spreads into a larger solid angle and its radiance falls by $n^2$, besides losing the reflected part. These factors cancel, so internal radiance can be measured in units of $n^2B$.

In these units a slice $dz$ emits $\alpha\,dz$ in each direction, since in equilibrium its emission must replace what it absorbs. The light reaching the top face directly is
\[
\int_0^d \alpha e^{-\alpha z}\,dz=1-\tau .
\]
By symmetry the same amount reaches the bottom directly. A fraction $r$ of that is reflected and $\tau$ of it survives the trip to the top, adding $r\tau(1-\tau)$. Light first reflected at the top and then at the bottom adds $(r\tau)^2(1-\tau)$, and so on. The total arriving at the top is
\[
(1-\tau)\sum_{j=0}^{\infty}(r\tau)^j=\frac{1-\tau}{1-r\tau}.
\]
A fraction $1-r$ escapes, which gives \eqref{eq:slab}.

For small $x=\alpha d$, put $\tau\simeq1-x+x^2/2$. To second order,
\begin{align}
\varepsilon&\simeq\frac{(1-r)(x-x^2/2)}{(1-r)+rx}\notag\\
&\simeq x\left(1-\frac{x}{2}\right)\left(1-\frac{rx}{1-r}\right)
\simeq x\left[1-\frac{1+r}{2(1-r)}\,x\right].
\end{align}
Reflection drops out at leading order. Each encounter with a face releases a smaller fraction of the light, but the trapped light returns to try again, and little is reabsorbed meanwhile.

To find the optical depth at which $\varepsilon$ reaches a fraction $f$ of the plateau, set $(1-\tau)/(1-r\tau)=f$. Then $1-f=\tau(1-fr)$, and
\begin{equation}
\alpha d=\ln\frac{1-fr}{1-f}.
\label{eq:fraction}
\end{equation}
At $f=1/2$ this is $\ln(2-r)=\ln1.699=0.530$. At $f=0.99$ it is $4.25$. An optical depth of a few is therefore enough for saturation.

\subsection*{What happens to interference?}

Polished faces preserve phase, so intensities may be added as above only after a fringe average. Let $\theta=4\pi nd/\lambda$ be the round-trip phase. For real $n$ at the faces, summing the multiply reflected amplitudes gives
\[
R=r\left|\frac{1-\tau e^{i\theta}}{1-r\tau e^{i\theta}}\right|^2,
\qquad
T_{\rm w}=\frac{(1-r)^2\tau}{|1-r\tau e^{i\theta}|^2}
\]
for the reflectance and transmittance of the whole wafer. Expand the denominator as a geometric series. In the average over $\theta$, cross terms between different powers of $e^{i\theta}$ vanish. Thus
\[
\overline{T_{\rm w}}=\frac{(1-r)^2\tau}{1-r^2\tau^2}.
\]
For the reflected amplitude,
\[
\frac{1-\tau e^{i\theta}}{1-r\tau e^{i\theta}}
=1-\tau(1-r)\sum_{j=1}^{\infty}(r\tau)^{j-1}e^{ij\theta},
\]
so
\[
\overline R=r+\frac{r(1-r)^2\tau^2}{1-r^2\tau^2}.
\]
The averaged absorptance is
\begin{align*}
1-\overline R-\overline{T_{\rm w}}
&=(1-r)-\frac{(1-r)^2\tau(1+r\tau)}{1-r^2\tau^2}\\
&=(1-r)\left[1-\frac{(1-r)\tau}{1-r\tau}\right]
=\frac{(1-r)(1-\tau)}{1-r\tau}.
\end{align*}
This equals the emissivity found from the slices, as Kirchhoff's law requires.

With $n$ constant, a phase change of $2\pi$ needs $\Delta\lambda=\lambda^2/(2nd)$, here $3.01\,\mathrm{nm}$. A detector band covering many such periods performs the average; a much narrower band can see fringes while the wafer is still partly transparent.

\section{First contribution: the number of carriers}

For parabolic bands and nondegenerate carriers, the electron density is $n_e=N_c e^{-(E_c-\mu_F)/kT}$ and the hole density is $p=N_v e^{-(\mu_F-E_v)/kT}$, where $\mu_F$ is the Fermi level. Integrating the density of states with a Boltzmann factor gives
\[
N_{c,v}=2\left(\frac{2\pi m_{c,v}kT}{h^2}\right)^{3/2},
\]
with density-of-states masses $m_{c,v}$. In the product $n_ep$ the Fermi level cancels:
\begin{equation}
n_ep=n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}.
\end{equation}
With fully ionised donors of density $N$, neutrality requires $n_e=p+N$. Substituting $p=n_i^2/n_e$ gives $n_e^2-Nn_e-n_i^2=0$, whose positive root is
\[
n_e=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2},\qquad p=n_e-N.
\]

At 300 K the calculated $n_i$ is $1.0\times10^{10}\,\mathrm{cm^{-3}}$, so the donors set the carrier density. At 600 K, $n_i$ is $3.7\times10^{15}\,\mathrm{cm^{-3}}$ and exceeds the doping. At 1000 K it is $1.05\times10^{18}\,\mathrm{cm^{-3}}$, and the donors hardly matter.

The steepness follows from $\ln n_i=\text{constant}+\frac32\ln T-E_g/(2kT)$. Since $E_g$ depends on temperature,
\begin{equation}
\frac{d\ln n_i}{d\ln T}
=\frac32+\frac{E_g-T\,dE_g/dT}{2kT}.
\end{equation}
The narrowing gap has $dE_g/dT<0$, which raises the slope. At the half-plateau temperature the slope is $10.7$: a 1\% rise in absolute temperature gives about 11\% more intrinsic carriers.

\section{Second contribution: absorption per carrier}

A carrier of conductivity mass $m$ and scattering time $t$ in a field $E\cos\omega s$, where $s$ is time, obeys
\[
m\dot v=-\frac{mv}{t}+eE\cos\omega s .
\]
The sign of the charge does not affect the absorbed power. Write the steady solution as the real part of $v_0e^{-i\omega s}$. Then
\[
v_0=\frac{eEt/m}{1-i\omega t},\qquad
\operatorname{Re}v_0=\frac{eEt/m}{1+\omega^2t^2}.
\]
The mean power absorbed is $\frac12eE\operatorname{Re}v_0$. Dividing by the intensity $\frac12nc\epsilon_0E^2$ gives the cross section
\begin{equation}
\sigma=\frac{e^2t}{m\epsilon_0nc(1+\omega^2t^2)},
\qquad t=\frac{m\mu}{e},
\label{eq:sigma}
\end{equation}
where $\mu$ is the mobility. Adding both carrier types,
\[
\alpha=n_e\sigma_e+p\sigma_h .
\]

For $\omega t\gg1$, $\sigma$ is proportional to $1/t$: more scattering means more absorption. Without collisions the carrier swings a quarter cycle out of phase with the field and takes no net energy. Collisions disturb that motion. At 1000 K, $\omega t$ is 5.4 for electrons and 3.2 for holes, so the wafer is on this side of the formula.

The mobilities are taken as 1400 and $450\,\mathrm{cm^2/Vs}$ at 300 K, falling as $T^{-2.4}$ and $T^{-2.2}$. Between 300 and 1000 K the electron cross section consequently rises from $2.6\times10^{-18}$ to $4.5\times10^{-17}\,\mathrm{cm^2}$, and the hole cross section from $4.0\times10^{-18}$ to $5.1\times10^{-17}\,\mathrm{cm^2}$. The cold values lie outside the classical regime, since $\hbar\omega/kT=12$ at 300 K. The steep mobility laws reflect optical and intervalley phonons freezing out, but a 0.31 eV photon can still be absorbed with emission of such a phonon. A golden-rule estimate with acoustic and optical phonons, fitted to the same 300 K mobilities and exponents, gives cold cross sections about 2.5 times larger and a rise of only about five times. The hot values, which set the emissivity curve, are less affected.

\section{Weighing the two contributions}

At 1000 K, with $n_e\simeq p\simeq n_i$,
\begin{align*}
\alpha&\simeq1.05\times10^{18}\,(4.51+5.12)\times10^{-17}\,\mathrm{cm^{-1}}
\simeq101\,\mathrm{cm^{-1}},\\
\alpha d&\simeq101\times0.0775\simeq7.8 .
\end{align*}
The emissivity is $0.699$, at the plateau.

Now remove the intrinsic carriers but keep the hot electron cross section. The donor electrons give
\[
\alpha d=10^{15}\times4.51\times10^{-17}\times0.0775=0.0035,
\]
and $\varepsilon=0.0035$. Stronger scattering alone leaves the wafer transparent.

Next restore the 1000 K carrier densities but hold both mobilities at their 300 K values. The emissivity is $0.351$, about half the plateau. Carrier multiplication is thus the indispensable part of the rise, while increased scattering brings saturation to a lower temperature. At the half-plateau point the logarithmic slope of $\alpha$ is $12.9$, compared with $10.7$ for $n_i$; practically all of the difference comes from the falling mobilities, since the donors are negligible there. Both this difference and the value $0.351$ overstate the part played by scattering, because the classical formula understates the cold cross sections; with the larger cold values estimated above, $0.351$ becomes about $0.55$.

With both contributions present, the emissivity reaches 10\% of its plateau at 690 K, 50\% at 797 K ($524^\circ$C) and 99\% at 947 K ($674^\circ$C). The approach to saturation is gradual in temperature, although absorption itself keeps growing rapidly.

\section{Why opacity does not make a mirror}

Dense free carriers make metals reflective, so the flat plateau needs its own explanation. Write the complex index as $n+i\kappa$. The field decays as $e^{-2\pi\kappa z/\lambda}$ and the intensity as its square, so $\alpha=4\pi\kappa/\lambda$. At 99\% of the plateau,
\[
\kappa=\frac{(\alpha d)\lambda}{4\pi d}
=\frac{4.25\times4.00}{4\pi\times775}=1.75\times10^{-3}.
\]
The fraction passing through a face is
\begin{equation}
1-r=1-\frac{(n-1)^2+\kappa^2}{(n+1)^2+\kappa^2}
=\frac{4n}{(n+1)^2+\kappa^2}.
\end{equation}
With $n$ fixed, lowering this by 0.01 needs $\kappa=0.534$, which is 306 times larger. A wafer hundreds of wavelengths thick accumulates strong absorption over its depth, while the reflection at its face responds to the small change of index there.

The carriers also change the \emph{real} index, and this gives a closer limit. Their current adds
\[
\Delta\epsilon=-\sum_j\frac{N_je^2}{\epsilon_0m_j}\,
\frac{1}{\omega^2+i\omega/t_j}
\]
to the relative permittivity, where $j$ labels electrons and holes. Multiplying numerator and denominator by $\omega^2-i\omega/t_j$ shows that, for each type, the real part is $-\omega t_j$ times the imaginary part. For small changes, $\Delta n\simeq\operatorname{Re}\Delta\epsilon/(2n)$ and $\kappa\simeq\operatorname{Im}\Delta\epsilon/(2n)$. Hence $|\Delta n|$ lies between 3.2 and 5.4 times $\kappa$ at 1000 K.

Since $d(1-r)/dn=-4(n-1)/(n+1)^3=-0.112$, a surface change of 0.01 needs $|\Delta n|\simeq0.09$, or $\kappa$ roughly between 0.017 and 0.028 at these scattering times. That is still about 10 to 16 times the value needed for 99\% saturation. This smaller margin, rather than 306, measures how well separated the two effects are.

The sign is also informative: carriers lower $n$, so they first make the face slightly \emph{less} reflective. A coherent calculation with the full complex index, averaged over a fringe, gives $0.7004$ at 1000 K and $0.7025$ at 1100 K, against $0.6989$ and $0.6991$ from \eqref{eq:slab}. The plateau is nearly flat, with a slight upward drift in this fixed-lattice-index model.

The separation weakens for a thinner wafer, because the $\kappa$ required for a given optical depth grows as $1/d$. It also fails when $|\Delta\epsilon|$ becomes comparable with $n^2$. If the total permittivity then becomes negative with little damping, the surface is strongly reflecting.

\section{Consequence for a pyrometer}

Suppose the pyrometer is set to the plateau value $\varepsilon_{\rm set}=0.699$, and the background is cold. When $hc/(\lambda kT)$ is large, Planck's law gives a signal proportional to $\varepsilon e^{-hc/(\lambda kT)}$. Equating the assumed and true signals and taking logarithms,
\begin{equation}
\frac1{T_{\rm read}}=\frac1T+\frac{\lambda k}{hc}
\ln\frac{\varepsilon_{\rm set}}{\varepsilon}.
\end{equation}
At 797 K the true emissivity is half the setting. The constants give $hc/(\lambda k)=3597\,\mathrm K$, so $hc/(\lambda kT)=4.51$. Therefore
\[
\frac1{T_{\rm read}}\simeq\frac1{797}+\frac{\ln2}{3597}
=1.447\times10^{-3}\,\mathrm{K^{-1}},
\]
or 691 K. The full Planck law gives 692 K, an error of $-105$ K relative to the true temperature. A controller trusting this reading would overheat the wafer. A hot heater or susceptor behind a partly transparent wafer adds transmitted light, so this error applies to the cold-background case.

\section{Weighing what was left out}

\paragraph{Uncertain absorption.} Carrier--carrier scattering, transitions between hole bands and transitions between conduction bands are absent from the absorption model. As a measure of sensitivity, doubling $\alpha$ at all temperatures moves the half-plateau point from 797 to 756 K. The omitted processes add absorption, and that of real silicon may exceed the model by more than a factor of two, so the real temperatures of the rise probably lie several tens of kelvin below those calculated. The plateau $1-r$ of \eqref{eq:slab} does not move, since at fixed $n$ it contains no $\alpha$.

\paragraph{Thermal change of the lattice index.} With a rough slope of $2\times10^{-4}\,\mathrm{K^{-1}}$, $n$ is 3.57 at 1000 K and $1-r$ falls to 0.684. This outweighs the carrier index shift of the preceding section. A pyrometer still set to 0.699 then reads 6 K low.

\paragraph{Quantum absorption.} At the half-plateau point $x=\hbar\omega/kT=4.51$, so the classical cross section needs scrutiny. Consider isotropic acoustic-phonon scattering, neglecting the phonon energy. A carrier can absorb the photon before or after scattering from wavevector $\mathbf k$ to $\mathbf k'$. The intermediate energy denominators are $+\hbar\omega$ and $-\hbar\omega$, so the amplitudes combine as $\mathbf A\cdot(\mathbf k-\mathbf k')/\omega$, with $\mathbf A$ the vector potential. Squaring and averaging over directions leaves $k^2+k'^2$, proportional to $2E+\hbar\omega$. Including the initial and final densities of states, the Boltzmann factor and stimulated emission, the ratio to the classical limit $x\to0$ is
\[
F(x)=\frac{1-e^{-x}}{4x}\int_0^\infty
\sqrt{u(u+x)}\,(2u+x)e^{-u}\,du,
\]
where $u=E/kT$. The prefactor follows because absorbed power contributes $x$, the squared amplitude $x^{-2}$ and division by intensity $x^{-2}$; the classical limit varies as $x^{-2}$, and the integral tends to 4. Here $F=0.918$.

There is a second correction. High-frequency absorption averages $1/t$, whereas mobility averages $t$. With $t\propto u^{-1/2}$ and the transport weight $u^{3/2}e^{-u}$,
\[
\langle t\rangle\langle1/t\rangle
=\frac{\Gamma(2)\Gamma(3)}{\Gamma(5/2)^2}=\frac{32}{9\pi}=1.132 .
\]
In the limit $\omega t\gg1$ the product of the two factors is 1.039, which would move the half-plateau point by about 2 K. At the finite $\omega t$ of this wafer the second factor is slightly smaller. This near cancellation belongs to the acoustic-phonon estimate, whose mobility falls as $T^{-1.5}$ and not as the steeper laws used above. Other mechanisms need not share it: with optical phonons included, the combined factor at the half-plateau point is nearer 1.2.

\paragraph{Real wafers.} The thickness is that of a common 300 mm wafer, and the doping is typical of lightly doped material. The masses, mobilities, index and gap law are rough silicon values, extrapolated when hot. The calculated saturation near $670^\circ$C is consistent with the rough experience that such wafers become opaque in the mid infrared around 600--700$^\circ$C, but it is not a calibration. At 1000 K the photon energy, 0.310 eV, is well below the calculated gap of 0.881 eV. Taking 64 meV as the largest phonon energy, absorption by the lattice alone needs at least five phonons, which is why it is neglected. Real wafers often break the bare-surface assumption: a 100 nm oxide of index 1.40 changes the opaque-wafer emissivity from 0.699 to 0.707. Rough backs and patterned films require a different optical calculation. Heavy doping removes the cold transparent state. With the 300 K electron cross section held fixed, half the plateau at room temperature would need about $2.6\times10^{18}\,\mathrm{cm^{-3}}$ donors. That cross section is an underestimate, and scattering by the ionised donors lowers the mobility and raises it further, so in practice several times fewer suffice.

The numerical output below gives the remaining temperatures and input values.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength: 4.00 um; thickness: 775 um
Refractive index: 3.43; donors: 1.0e+15 cm^-3
Conductivity masses e, h: 0.26, 0.37 m0
Density-of-states masses e, h: 1.08, 1.10 m0
Mobilities at 300 K e, h: 1400, 450 cm2/Vs
Mobility falls as T to the power e, h: 2.4, 2.2
Gap law: 1.17 eV, 4.73e-04 eV/K, 636 K
One-face reflectance: 0.3009; plateau 1-r: 0.6991
T (K) | n_i (cm^-3) | alpha (cm^-1) | alpha*d | eps | eps coherent
300 | 1.02e+10 | 2.594e-03 | 2.010e-04 | 0.0002 | 0.0002
600 | 3.73e+15 | 1.174e-01 | 9.099e-03 | 0.0090 | 0.0090
700 | 2.63e+16 | 1.179e+00 | 9.134e-02 | 0.0841 | 0.0842
800 | 1.18e+17 | 7.126e+00 | 5.523e-01 | 0.3588 | 0.3591
900 | 3.93e+17 | 3.042e+01 | 2.358e+00 | 0.6515 | 0.6522
1000 | 1.05e+18 | 1.009e+02 | 7.819e+00 | 0.6989 | 0.7004
1100 | 2.38e+18 | 2.762e+02 | 2.140e+01 | 0.6991 | 0.7025
Gap at 1000 K: 0.881 eV; photon: 0.310 eV
Cross sections at 1000 K e, h: 4.51e-17, 5.12e-17 cm2
Cross sections at 300 K e, h: 2.59e-18, 3.98e-18 cm2
omega*t at 1000 K e, h: 5.42, 3.15
Temperature at 10% of plateau: 690 K
Temperature at 50% of plateau: 797 K (524 C)
Temperature at 99% of plateau: 947 K (674 C)
alpha*d at 50%: 0.530; at 99%: 4.25
d ln n_i/d ln T at 50%: 10.69
d ln alpha/d ln T at 50%: 12.87
1000 K emissivity, dopant carriers only: 0.0035
1000 K emissivity, 300 K mobilities: 0.351
kappa at 99% of plateau: 1.75e-03
kappa that lowers surface emissivity by 0.01: 0.534
Ratio of these kappas: 306
Fringe spacing in wavelength: 3.01 nm
Pyrometer reading at 50% point: 692 K (Wien 691 K)
Pyrometer error at 50% point: -105 K
Thermo-optic slope: 2.0e-04 /K; index at 1000 K: 3.57
Plateau at 1000 K with that index: 0.6837
Resulting pyrometer error: -6.0 K
Plateau at 1000 K with carrier index change: 0.7006
50% temperature if alpha is doubled: 756 K
hbar*omega/kT at 50% point: 4.51
Quantum ratio F: 0.918; time factor: 1.132
Quantum/Drude absorption: 1.039; 50% temperature: 795 K
Oxide: 100 nm, index 1.40; plateau: 0.7073
Largest phonon: 64 meV; phonons per photon: 4.8
\end{verbatim}
